\section*{Cauchy distribution of the local field from randomly placed parallel dipoles}

\section{The local field of randomly placed parallel dipoles}

Suppose the spread of the local field in a film containing polar impurities is estimated from its variance. A dipole $p$ at distance $r$ produces a field of order $p/r^3$, so at number density $n$ the variance is of order
\begin{equation}
n\int \frac{p^2}{r^6}\,r^2\,dr = np^2\int\frac{dr}{r^4},
\label{eq:var}
\end{equation}
which diverges at small $r$. The estimate then depends on whatever smallest distance is put in by hand, and says little about the field at a typical point. If a sphere of that radius holds much less than one dipole on average, a Gaussian with the resulting variance has the wrong width and the wrong tails. The full distribution, by contrast, has a finite width that needs no cutoff.

\subsection{Model and characteristic function}

Identical point dipoles, all with moment $p>0$ along $z$, are placed independently and uniformly in a large volume. They are rigid, and the medium between them is vacuum. We use Gaussian formulas, which keep their form in atomic units; in SI units every field produced by the dipoles is multiplied by $1/(4\pi\varepsilon_0)$. The field point is the origin. A dipole at $\mathbf r$, with $c=\cos\theta=z/r$, contributes the $z$ component
\begin{equation}
E_1=\frac{p\,g(c)}{r^3},\qquad g(c)=3c^2-1 .
\label{eq:one}
\end{equation}
The contact field inside a point dipole plays no part, because a dipole falls on the field point with probability zero.

Let $N=nV$ dipoles lie in a sphere of volume $V$ and radius $R$ around the origin. Their positions are independent, so the average of $e^{ikE}$ factorizes:
\begin{equation}
\varphi(k)=\Big[\frac1V\int_V e^{ikE_1}d^3r\Big]^N
=\Big[1-\frac{I}{V}\Big]^{nV}\to e^{-nI},\quad
I=\int_V\big(1-e^{ikE_1}\big)d^3r .
\label{eq:phi}
\end{equation}
The limit $V\to\infty$ at fixed $n$ is allowed if $I$ stays finite, which the evaluation confirms.

Put $v=r^3$, so that $r^2dr=dv/3$, and write $a=kpg$. Then substitute $t=|a|/v$, for which $dv=-|a|\,dt/t^2$:
\begin{equation}
I=\int d\Omega\,\frac{|a|}{3}\int_{\epsilon}^{\infty}
\frac{1-\cos t-i\,\mathrm{sgn}(a)\sin t}{t^2}\,dt,\qquad
\epsilon=\frac{|a|}{R^3}.
\label{eq:I}
\end{equation}

\subsection{Real part: the width}

The real part converges as $\epsilon\to0$. Integration by parts gives
\begin{equation}
\int_0^\infty\frac{1-\cos t}{t^2}dt
=\Big[-\frac{1-\cos t}{t}\Big]_0^\infty+\int_0^\infty\frac{\sin t}{t}dt=\frac{\pi}{2},
\label{eq:even}
\end{equation}
since the bracket vanishes at both ends. Hence $\mathrm{Re}\,I=(\pi/6)\,|k|p\int|g|\,d\Omega$.

The function $g$ is negative for $|c|<1/\sqrt3$. Its antiderivative is $c^3-c$, which vanishes at $0$ and $1$, so the negative and positive parts of $\int_0^1 g\,dc$ have equal size:
\begin{equation}
\int_0^{1/\sqrt3}(1-3c^2)\,dc=\frac1{\sqrt3}-\frac1{3\sqrt3}=\frac{2}{3\sqrt3}.
\end{equation}
With $\int d\Omega=4\pi\int_0^1dc$ for even functions of $c$,
\begin{equation}
\int|g|\,d\Omega=4\pi\cdot\frac{4}{3\sqrt3}=\frac{16\pi}{3\sqrt3},
\label{eq:absg}
\end{equation}
and therefore $n\,\mathrm{Re}\,I=\Delta|k|$ with
\begin{equation}
\boxed{\;\Delta=\frac{\pi}{6}\cdot\frac{16\pi}{3\sqrt3}\,np=\frac{8\pi^2}{9\sqrt3}\,np\approx5.07\,np\;}
\label{eq:width}
\end{equation}

\subsection{Imaginary part: the centre}

The imaginary part needs care, because $\int\sin t/t^2\,dt$ diverges logarithmically at small $t$, that is, at large distance. Let $S(\epsilon)=\int_\epsilon^\infty \sin t/t^2\,dt$. Its derivative is $-\sin\epsilon/\epsilon^2=-1/\epsilon+O(\epsilon)$, so
\begin{equation}
S(\epsilon)=C-\ln\epsilon+O(\epsilon^2)
\label{eq:S}
\end{equation}
with a constant $C$ that will drop out. From \eqref{eq:I}, using $|a|\,\mathrm{sgn}(a)=a$,
\begin{equation}
\mathrm{Im}(-nI)=\frac{nkp}{3}\int g\,\big[C+\ln R^3-\ln(|k|p)-\ln|g|\big]d\Omega .
\end{equation}
The first three terms in the bracket do not depend on angle, and $\int g\,d\Omega=0$ removes them. What remains is
\begin{equation}
\mathrm{Im}(-nI)=-\frac{4\pi}{3}J\,np\,k,\qquad J=\int_0^1 g\ln|g|\,dc .
\label{eq:im}
\end{equation}

To find $J$, integrate by parts with the antiderivative $h=c^3-c$ of $g$, leaving out a small interval $\pm\eta$ around $c_0=1/\sqrt3$. The boundary terms at $0$ and $1$ vanish, because $\ln|g(0)|=0$ and $h(1)=0$. Those at $c_0\pm\eta$ cancel as $\eta\to0$: since $h'(c_0)=0$, the two values of $h$ differ by much less than $\eta$, and the two logarithms differ by order $\eta$. A principal value integral is left:
\begin{equation}
J=\mathrm P\!\!\int_0^1\frac{6c^2(1-c^2)}{3c^2-1}dc
=\int_0^1\Big(\frac43-2c^2\Big)dc+\frac43\,\mathrm P\!\!\int_0^1\frac{dc}{3c^2-1}.
\end{equation}
The division is confirmed by multiplying out: $(\frac43-2c^2)(3c^2-1)+\frac43=6c^2-6c^4$. The first integral is $\frac43-\frac23=\frac23$. The second is
\begin{equation}
\mathrm P\!\!\int_0^1\frac{dc}{3c^2-1}
=\frac{1}{2\sqrt3}\ln\left|\frac{\sqrt3c-1}{\sqrt3c+1}\right|\,\Bigg|_0^1
=-\frac{\ln(2+\sqrt3)}{2\sqrt3},
\end{equation}
where the contributions from the two sides of $c_0$ cancel and $(\sqrt3+1)/(\sqrt3-1)=2+\sqrt3$. Thus
\begin{equation}
J=\frac23-\frac{2\ln(2+\sqrt3)}{3\sqrt3}\approx0.160 .
\label{eq:J}
\end{equation}

\subsection{Sample shape and the complete law}

A real sample is seldom a sphere centred on the field point. Let it extend beyond the sphere of radius $R$. Each outer dipole produces a field of at most $2p/R^3$, so $1-e^{ikE_1}$ may be expanded. The quadratic terms add up to order $nk^2p^2/R^3$ and vanish for large $R$. The linear term is $ik$ times the mean field of the outer region, which is that of a uniform polarization $P=np$ with a spherical hole.

The surface of the hole carries the charge density $-P\cos\theta$. A charge at angle $\theta$ produces at the centre a $z$ component proportional to $-\cos\theta$, so the hole contributes $P\int\cos^2\theta\,d\Omega=4\pi P/3$. The outer surface, together with any distant electrodes and applied field, gives the macroscopic field $E_{\rm mac}$. The outer region therefore shifts the distribution by $E_{\rm mac}+4\pi np/3$ without widening it. Adding \eqref{eq:im},
\begin{equation}
\varphi(k)=e^{ikE_c-\Delta|k|},\qquad
E_c=E_{\rm mac}+\frac{4\pi}{3}(1-J)\,np .
\label{eq:centre}
\end{equation}
For a spheroid with depolarization factor $N_z$ and no applied field, $E_{\rm mac}=-4\pi N_znp$. A sphere has $N_z=1/3$ and $E_c=-(4\pi/3)Jnp\approx-0.67\,np$. The centre is thus not zero even there.

The inverse transform, with $x=E-E_c$, is
\begin{equation}
f(E)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{-ikx-\Delta|k|}dk
=\frac1\pi\,\mathrm{Re}\,\frac{1}{\Delta+ix}
=\frac1\pi\,\frac{\Delta}{x^2+\Delta^2}.
\label{eq:cauchy}
\end{equation}
This is a Cauchy distribution with half-width at half-maximum $\Delta$. At half of all points the $z$ component lies within $\Delta$ of the centre.

The tail has a simple origin. The mean number of dipoles that each produce $|E_1|>X$ is, from $r^3<p|g|/X$,
\begin{equation}
n\int\frac{p|g|}{3X}\,d\Omega=\frac{16\pi}{9\sqrt3}\,\frac{np}{X}=\frac{2\Delta}{\pi X},
\end{equation}
which equals the probability of $|x|>X$ from \eqref{eq:cauchy} at large $X$. Extreme fields come from one close dipole. For the same reason averaging does not help in this model: the mean of $M$ independent values has characteristic function $[\varphi(k/M)]^M=\varphi(k)$, so it is as broad as a single value. This changes once the dipoles have a closest approach, because the variance is then finite. The mean narrows as $1/\sqrt M$ when $M$ spheres of that radius would together hold many dipoles; for a small radius this takes a large $M$.

Direct sums over random positions bear this out. In each of 40\,000 samples, 400 points were placed in a box and those inside the inscribed sphere were kept. Half the distance between the quartiles, which equals $\Delta$ for a Cauchy law, came out as $5.15\,np$, and the median as $-0.594\,np$, each with a standard error of $0.04\,np$. Both lie about two standard errors from the predicted $5.065$ and $-0.669$. The largest gap between the sampled and predicted cumulative distributions is $0.0078$, which chance would exceed in one to two per cent of such trials; this is a rather large scatter. It is not an effect of the finite sphere: the exact law for a sample of this size, $[1-I/V]^{400}$ with $V$ the box volume, has its median at $-0.671\,np$ and half its quartile distance at $5.065\,np$. With the centre put at zero the gap grows to $0.038$, far beyond chance. In an oblate spheroid of axis ratio $1{:}2$, where $N_z=0.527$, the sampled median is $-3.12\,np$ and \eqref{eq:centre} gives $-3.105\,np$.

\subsection{An empty core}

Molecules cannot approach the field point without limit. Let no dipole lie closer than $d$. The variance is then finite, and so is the mean. The shell between $d$ and a large sphere contributes nothing to the mean, because $\int g\,d\Omega=0$, so the mean is the Lorentz field $E_{\rm mac}+4\pi np/3$. Without the core the mean does not exist, and the median contains the smaller factor $1-J\approx0.84$. As long as the core would hold much less than one dipole on average, the Lorentz field is thus a correct mean, but not the field at the middle of the distribution.

The effect of the core on the distribution follows from sorting the configurations of the model without a core. The number of dipoles inside $d$ is Poisson distributed with mean $m=4\pi nd^3/3$, so
\begin{equation}
f=e^{-m}f_d+(1-e^{-m})f_{\rm near},
\label{eq:mix}
\end{equation}
where $f_d$ is the density with an empty core and $f_{\rm near}$ that with at least one dipole inside. The latter is spread over fields of order $p/d^3$ and more. For $m\ll1$ and $|x|\ll p/d^3$ it is small, and $f_d\approx e^mf$. The central peak is scaled up without a change of shape. Its half-width at half-maximum is nearly unaffected, while the quartiles move inwards, because probability has been taken from the tails.

\subsection{Random dipole axes}

If each dipole points in an independent random direction $\hat{\mathbf u}$, then $g$ is replaced by $\hat{\mathbf u}\cdot\mathbf w$ with $\mathbf w=3c\,\hat{\mathbf r}-\hat{\mathbf z}$. Its length follows from $w^2=9c^2-6c^2+1=1+3c^2$. The cosine between $\hat{\mathbf u}$ and $\mathbf w$ is uniform on $[-1,1]$, and its absolute value has mean $\frac12$. In place of \eqref{eq:absg} we need
\begin{equation}
\frac12\int\sqrt{1+3c^2}\,d\Omega
=2\pi\Big[\frac c2\sqrt{1+3c^2}+\frac{\sinh^{-1}(\sqrt3c)}{2\sqrt3}\Big]_0^1
=2\pi\Big[1+\frac{\ln(2+\sqrt3)}{2\sqrt3}\Big].
\end{equation}
Multiplication by $\pi np/6$ gives
\begin{equation}
\Delta_{\rm rand}=\frac{\pi^2}{3}\Big[1+\frac{\ln(2+\sqrt3)}{2\sqrt3}\Big]np\approx4.54\,np .
\label{eq:rand}
\end{equation}
The imaginary part vanishes because $\hat{\mathbf u}$ and $-\hat{\mathbf u}$ are equally likely, so the law is centred on the applied macroscopic field. Sampling gives $4.57\,np$. Loss of alignment narrows the distribution by about 10\,\% relative to \eqref{eq:width}. It also removes the shift of the centre due to the polarization, which depends on the sample shape and is the larger effect in a flat film.

\subsection{Example: water in a polyimide interlayer film}

Take $n=0.5\ \mathrm{nm^{-3}}$ and $p=0.04\ e\,\mathrm{nm}$. With $e/(4\pi\varepsilon_0)=1.44\ \mathrm{V\,nm}$,
\begin{equation}
np\to0.5\times0.04\times1.44\ \mathrm{V/nm}=0.0288\ \mathrm{V/nm}=0.288\ \mathrm{MV/cm}.
\end{equation}
For parallel dipoles in vacuum the half-width is
\begin{equation}
\Delta=5.065\times0.288\ \mathrm{MV/cm}=1.46\ \mathrm{MV/cm},
\end{equation}
or $0.0146$ V/\AA. The Lorentz term $4\pi np/3$ is 1.21 MV/cm. Let the dipoles point along the film normal. Between shorted electrodes $E_{\rm mac}=0$, and the centre lies at $0.840\times1.206=1.01$ MV/cm. In an open-circuit film $E_{\rm mac}=-4\pi np$, three Lorentz terms, and the centre moves to $1.01-3.62=-2.61$ MV/cm. The width is the same in both cases. These values are for points a few nanometres or more from the film surfaces, where the nearest dipoles lie on all sides.

With a closest approach of $d=0.3$ nm, $m=0.0565$. Numerical inversion of the characteristic function with the core gives a half-width at half-maximum of 1.456 MV/cm, against 1.459 without it. Half the quartile distance falls to 1.34 MV/cm. Equation \eqref{eq:mix} accounts for this: the interval that holds half the probability with the core holds $0.5e^{-m}=0.473$ without it, and its half-length is $\Delta\tan(0.473\pi/2)\approx0.92\,\Delta$. A single dipole at this distance produces at most 42.7 MV/cm along its moment and half of that against it. The Cauchy tail fails well below these fields: at 5 MV/cm the core already removes up to $m\approx0.06$ from a share of 0.18. Two opposite charges 0.06 nm apart would change the on-axis field of 42.7 MV/cm by only 2\,\%, but a water molecule also has a large quadrupole moment, which such a pair lacks. In a Hartree--Fock calculation the field 0.3 nm from its centre of mass is about 0.76 of the point-dipole value on the hydrogen side of the axis and 0.93 on the oxygen side. Perpendicular to the axis its strength is 1.4 to 1.9 times the point-dipole value. At 0.9 nm these ratios lie between 0.97 and 1.13. The point dipole therefore describes the central peak better than the tails.

The inputs are rough typical values; the density corresponds to about one per cent of water by weight. Two assumptions of the model fail in such a film. The first is alignment: at 350 K and 1 MV/cm, $pE=0.004$ eV is small against $k_BT=0.0302$ eV, and the mean cosine of free dipoles is only 0.044. Random axes are the better description, with a half-width of 1.31 MV/cm in vacuum. The second, which matters more for the width, is the neglect of screening by the polymer, whose relative permittivity is taken as $\varepsilon=3$. A point dipole embedded in the continuum has its field multiplied by $1/\varepsilon=0.333$.

For a dipole in a spherical cavity of unit radius, the potential divided by $\cos\theta$ is $p/r^2+Ar$ inside and $B/r^2$ outside. Continuity of the potential and of the normal displacement requires
\begin{equation}
p+A=B,\qquad -2p+A=-2\varepsilon B .
\end{equation}
Subtraction gives $3p=(1+2\varepsilon)B$, so the outer field is multiplied by $B/p=3/(2\varepsilon+1)=0.429$. The half-width for random axes becomes 0.44 MV/cm in the first description and 0.56 MV/cm in the second. By these estimates the aligned vacuum model overstates the width by a factor of about 3. The factor is rough: in that model a single dipole produces a field of $\Delta$ only within $(2p/\Delta)^{1/3}=0.92$ nm, and at such distances the polymer is not a true continuum. These are macroscopic fields in the polymer; the field acting on a particular molecule has a further local factor that is not included.

Take a rough breakdown field of 3 MV/cm. By the Cauchy law the $z$ component is farther than this from its centre at 29\,\% of points for aligned dipoles in vacuum, and at 12\,\% for random axes with the cavity factor. The empty core lowers both shares, since it removes up to $m\approx6\,\%$ of the probability from the tails. The field strength exceeds 3 MV/cm more often than one component does. For random axes without a macroscopic field the law is isotropic, and the field vector has the density $\Delta/[\pi^2(E^2+\Delta^2)^2]$, where $\Delta$ is the half-width of one component. With the cavity factor and no core, this puts 23\,\% of points beyond 3 MV/cm. Such fields come mostly from single close dipoles and extend only over molecular distances, so these shares are not breakdown probabilities.

The assumption of independent positions is also strained. Two aligned dipoles end to end at 0.3 nm attract with an energy of 0.171 eV in vacuum, or 0.057 eV after division by $\varepsilon$, both above $k_BT$. Close pairs are therefore favoured over random placement. Their effect on the width has not been computed here, and the law is safest for dilute dipoles, $nd^3\ll1$, held in place by a disordered host.

\section*{Calculated quantities}
\begin{verbatim}
-- formulas and tests, fields in units of n p --
half-width, formula: 5.0651 n p
half-width, random positions: 5.15 n p
standard error of sampled width and median: 0.04 n p
J: 0.1598
1 - J: 0.8402
centre in a sphere, formula: -0.6692 n p
centre in a sphere, sampled median: -0.594 n p
largest CDF gap, shifted Cauchy: 0.0078
largest CDF gap, Cauchy centred at zero: 0.038
depolarization factor, oblate 1:2: 0.5272
centre in the oblate spheroid, formula: -3.105 n p
centre in the oblate spheroid, sampled: -3.12 n p
half-width for random axes, formula: 4.541 n p
half-width for random axes, sampled: 4.57 n p
largest CDF gap, random axes: 0.0066
samples: 40000, points per box: 400
-- example: water in a polyimide film, rough inputs --
number density: 0.5 nm^-3
dipole moment: 0.04 e nm
e/(4 pi eps0): 1.44 V nm
n p as a field: 0.288 MV/cm
half-width, parallel dipoles in vacuum: 1.459 MV/cm
the same half-width: 0.01459 V/angstrom
Lorentz term 4 pi n p/3: 1.206 MV/cm
centre, shorted electrodes: 1.014 MV/cm
centre, open-circuit film: -2.605 MV/cm
-- effects left out of the model --
temperature: 350 K
kT: 0.0302 eV
applied field: 1 MV/cm
mean alignment cosine at that field: 0.044
half-width, random axes, vacuum: 1.308 MV/cm
background permittivity: 3
screening factor, embedded point dipole: 0.333
screening factor, dipole in a cavity: 0.429
half-width, random axes, embedded: 0.436 MV/cm
half-width, random axes, cavity: 0.56 MV/cm
closest approach: 0.3 nm
mean number of dipoles inside the core: 0.0565
half-width at half-maximum with core: 1.456 MV/cm
half quartile range with core: 1.343 MV/cm
median with core, sphere, formula: -0.604 n p
mean with core, sphere, sampled: -0.027 n p
standard error of that mean: 0.08 n p
largest field of one dipole: 42.7 MV/cm
charge separation: 0.06 nm
field change from finite length: 2 %
pair energy at closest approach, vacuum: 0.171 eV
pair energy divided by permittivity: 0.0569 eV
rough breakdown field: 3 MV/cm
share beyond it from centre, parallel, vacuum: 28.8 %
share beyond it, random axes, cavity: 11.8 %
\end{verbatim}
